# Fitting an ionic potential to the sodium chloride molecule

## The problem

A gaseous sodium chloride molecule is modelled as two ions, Na⁺ and Cl⁻, with the potential energy

\[
V(r)=A\,e^{-r/\rho}-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0}=14.3996\ \text{eV Å}.
\]

Here \(r\) is the distance between the nuclei. The first term is the repulsion that sets in when the electron clouds overlap, with strength \(A\) and repulsion length \(\rho\). The second is the attraction of two unit point charges. The zero of energy is the pair of separated ions at rest.

The equilibrium bond length is \(r_e=2.361\) Å and the harmonic wavenumber is \(\omega_e=365\) cm⁻¹, taken here for the isotopes ²³Na and ³⁵Cl. Find \(\rho\) and \(A\).

## A tempting solution

First turn the wavenumber into a force constant. For a small displacement \(x=r-r_e\), the relative motion of the two nuclei obeys \(\mu\ddot x=-kx\), where \(k=V''(r_e)\) and \(\mu\) is the reduced mass. The angular frequency is therefore \(\sqrt{k/\mu}\). It also equals \(2\pi c\,\omega_e\), because \(\omega_e\) is a wavenumber. Hence

\[
k=\mu(2\pi c\,\omega_e)^2 .
\]

With the masses in atomic mass units,

\[
\mu=\frac{22.98977\times 34.96885}{22.98977+34.96885}=13.8707\ \text{u}=2.3033\times10^{-26}\ \text{kg},
\]

and \(2\pi c\,\omega_e=6.8753\times10^{13}\) s⁻¹, so that

\[
k=108.88\ \text{N/m}=6.7955\ \text{eV/Å}^2 .
\]

At the equilibrium distance the forces balance. The repulsion pushes outwards with \((A/\rho)e^{-r_e/\rho}\) and the attraction pulls inwards with \(C/r_e^2\), so

\[
\frac{A}{\rho}e^{-r_e/\rho}=\frac{C}{r_e^2}=2.5832\ \text{eV/Å}. \tag{1}
\]

Now comes the tempting argument. The repulsion is a steep wall and the Coulomb attraction is a gentle, long-ranged pull. The attraction holds the ions against the wall, and the wall supplies the stiffness. The force constant is then the second derivative of the repulsion:

\[
k\overset{?}{=}\frac{A}{\rho^2}e^{-r_e/\rho}=\frac{1}{\rho}\,\frac{C}{r_e^2},
\]

where the last form uses (1). This gives

\[
\rho\overset{?}{=}\frac{C}{k r_e^2}=\frac{2.5832}{6.7955}\ \text{Å}=0.380\ \text{Å}.
\]

## Where it fails

The force constant measures how the total force changes when the bond is stretched. The argument treats the Coulomb pull as constant during the stretch, but the pull weakens as the ions move apart. Expanding it about \(r_e\) to first order in \(x\),

\[
\frac{C}{(r_e+x)^2}\approx\frac{C}{r_e^2}-\frac{2C}{r_e^3}\,x .
\]

A stretched bond is thus pulled back less strongly than the argument assumes. The attraction contributes a negative amount to the force constant,

\[
\frac{d^2}{dr^2}\left(-\frac{C}{r}\right)_{r_e}=-\frac{2C}{r_e^3}=-2.1882\ \text{eV/Å}^2 ,
\]

which is about a third of \(k\) in size.

Putting the wrong answer back into the full potential exposes the fault. With \(\rho=0.380\) Å and \(A\) chosen to satisfy (1), the repulsion alone has curvature 6.7955 eV/Å². The whole potential has \(6.7955-2.1882=4.6073\) eV/Å². Since the wavenumber varies as the square root of the force constant, the model would vibrate at

\[
365\ \text{cm}^{-1}\times\sqrt{\frac{4.6073}{6.7955}}\approx 301\ \text{cm}^{-1},
\]

and not at the 365 cm⁻¹ to which it was supposedly fitted.

## The right solution

Differentiate the whole potential twice:

\[
V'(r)=-\frac{A}{\rho}e^{-r/\rho}+\frac{C}{r^2},\qquad
V''(r)=\frac{A}{\rho^2}e^{-r/\rho}-\frac{2C}{r^3}.
\]

The condition \(V'(r_e)=0\) is the force balance (1), which was correct. Using it to remove \(A\) from \(V''(r_e)=k\) gives

\[
k=\frac{C}{r_e^2\rho}-\frac{2C}{r_e^3}. \tag{2}
\]

Multiply by \(r_e^2/C\) and move the last term to the other side:

\[
\boxed{\;\frac1\rho=\frac{k r_e^2}{C}+\frac{2}{r_e}\;} \tag{3}
\]

For the given data,

\[
\frac1\rho=(2.6307+0.8471)\ \text{Å}^{-1}=3.4778\ \text{Å}^{-1},\qquad \rho=0.2875\ \text{Å}.
\]

The repulsion length is 0.29 Å, or 0.029 nm. The repulsive curvature is now 8.9838 eV/Å², and subtracting 2.1882 eV/Å² restores the required \(k\).

The tempting result was the same formula without \(2/r_e\). Its value is larger than the correct one by the factor \(1/(1-2\rho/r_e)\), where \(\rho\) is the correct length. The omission is harmless if \(2\rho/r_e\ll1\), but here \(2\rho/r_e=2/8.2110=0.24\), and the tempting value is 32 % too large.

The strength follows from (1):

\[
A=\frac{C\rho}{r_e^2}\,e^{r_e/\rho}=2.5832\times0.2875\times e^{8.2110}\ \text{eV}\approx 2.73\times10^{3}\ \text{eV}.
\]

This large number is the repulsion extrapolated to \(r=0\), where the model has no physical meaning. At the bond length the repulsion energy is

\[
A e^{-r_e/\rho}=\frac{C\rho}{r_e^2}=0.743\ \text{eV}.
\]

A second fit, which used energies and finite differences in place of (3), also gave \(\rho=0.2875\) Å.

## Is the answer unique?

Equation (2) can be written as

\[
k=\frac{C}{r_e^2}\left(\frac1\rho-\frac{2}{r_e}\right).
\]

At fixed \(r_e\) the right side falls steadily as \(\rho\) grows, so one value of \(\rho\) belongs to each positive \(k\), and (1) then gives one value of \(A\).

The limits show what \(\rho\) does. As \(\rho\to0\) the repulsion becomes a hard wall and \(k\) grows without bound. As \(\rho\) rises towards \(r_e/2=1.18\) Å the force constant falls to zero. For larger \(\rho\) the stationary point at \(r_e\) is a maximum, and there is no bond at that distance.

The fitted curve has a second stationary point. Setting \(V'(r)=0\) gives

\[
r^2e^{-r/\rho}=\frac{C\rho}{A}.
\]

The left side has derivative \(r(2-r/\rho)e^{-r/\rho}\), so it rises from zero up to \(r=2\rho\) and falls afterwards. It passes the constant on the right once on each side of \(2\rho\). The outer crossing is the bond. The inner one is a maximum at 0.042 Å with an energy of about 2020 eV. Inside it the finite repulsion loses to \(-C/r\), and the model energy falls without bound. That region is unphysical, but it lies far from the bond.

## The depth of the well

The energy needed to separate the molecule into ions, measured from the bottom of the well, is \(D=-V(r_e)\). With the repulsion energy found above,

\[
D=\frac{C}{r_e}-\frac{C\rho}{r_e^2}=\frac{C}{r_e}\left(1-\frac{\rho}{r_e}\right)
=(6.099-0.743)\ \text{eV}=5.36\ \text{eV}.
\]

Numerical integration of the external pull \(V'(r)\), which balances the force between the ions, from \(r_e\) to infinity gives the same work, 5.36 eV. The repulsion cancels about an eighth of the Coulomb energy, yet it supplies all the positive curvature. Energy and stiffness weigh the two terms very differently, because each derivative of the exponential brings a factor \(1/\rho\), which is large compared with \(1/r_e\).

## Which data belong in the formula

Equation (3) needs the harmonic wavenumber, the masses that belong to it, and the position of the minimum. Related quantities give different answers.

**The fundamental.** The transition from the lowest vibrational level to the next is not \(\omega_e\), because the well is not a parabola. For the fitted curve without rotation, the calculated transition lies at 360.8 cm⁻¹. Expanding the five lowest levels in powers of \(v+\tfrac12\), where \(v\) is the vibrational quantum number, returns a linear coefficient of 365.00 cm⁻¹, which confirms the fit. If 365 cm⁻¹ had been the fundamental, adding the model's difference of 4.2 cm⁻¹ would give \(\omega_e\approx369.2\) cm⁻¹ and \(\rho=0.283\) Å. The difference itself changes slightly with the fit, and refitting until the fundamental equals 365 cm⁻¹ gives \(\omega_e=369.3\) cm⁻¹ and \(\rho=0.282\) Å.

**The masses.** The mean chlorine mass of 35.45 u, with the wavenumber held at 365 cm⁻¹, gives \(\rho=0.286\) Å. A molecule vibrates with the mass of its own isotope, so the mean does not belong here.

**The bond length.** A hot molecule is on average longer than \(r_e\). On the fitted curve the classical mean at 1000 K, rotation included, is 2.402 Å. Using this in place of \(r_e\) would give \(\rho=0.281\) Å.

Small errors in the data also shift the result. Raising \(\omega_e\) by 1 cm⁻¹ at fixed \(r_e\) lowers \(\rho\) by 0.0012 Å. Raising \(r_e\) by 0.01 Å at fixed \(\omega_e\) lowers it by 0.0015 Å.

## What the model leaves out

Two data have fixed two parameters, so the agreement with \(r_e\) and \(\omega_e\) is no evidence for the model. Its largest omission among those estimated here is polarization: each ion's charge distorts the electron cloud of the other.

Let an ion have polarizability volume \(\alpha\), and let its induced dipole be \(e\,p\), so that \(p\) is a length. Creating the dipole costs \(Cp^2/(2\alpha)\), and its energy in the field of the other charge is \(-Cp/r^2\). The sum is least when \(p/\alpha=1/r^2\), and its value there is

\[
C\left(\frac{\alpha}{2r^4}-\frac{\alpha}{r^4}\right)=-\frac{C\alpha}{2r^4}.
\]

Rough polarizability volumes are 0.15 Å³ for Na⁺ and 3 Å³ for Cl⁻. The chloride value is a rough effective one for an ion with a cation close by. A free Cl⁻ ion has about 5.5 Å³, and using that value would raise the refitted \(\rho\) found below to about 0.35 Å. Neglecting the coupling between the two induced dipoles, we may add them to get \(\alpha=3.15\) Å³. The attraction becomes

\[
W(r)=-\frac Cr-\frac{C\alpha}{2r^4}.
\]

For any attraction \(W\), force balance reads \((A/\rho)e^{-r_e/\rho}=W'(r_e)\), and the curvature condition is \(k=W'(r_e)/\rho+W''(r_e)\). Therefore

\[
\rho=\frac{W'(r_e)}{k-W''(r_e)} .
\]

Here

\[
W'(r_e)=\frac{C}{r_e^2}\left(1+\frac{2\alpha}{r_e^3}\right)=3.820\ \text{eV/Å},
\]

\[
W''(r_e)=-\frac{2C}{r_e^3}\left(1+\frac{5\alpha}{r_e^3}\right)=-4.807\ \text{eV/Å}^2,
\]

and

\[
\rho=\frac{3.820}{6.796+4.807}\ \text{Å}=0.329\ \text{Å}.
\]

This is 14 % above the point-charge value. Including the neglected coupling of the two induced dipoles would change \(\rho\) only to 0.327 Å and raise the depth given next by 0.01 eV. The depth to ions changes less, from 5.36 to 5.57 eV, because the refitted repulsion cancels much of the added attraction of 0.73 eV.

Dispersion is a smaller correction. Added alone to the point-charge model as \(-C_6/r^6\), with a rough \(C_6=10\) eV Å⁶, it gives \(\rho=0.290\) Å.

The real molecule also breaks the assumption of fixed charges when the bond is stretched far enough. Its lowest dissociation limit is a pair of neutral atoms, which lies roughly 1.5 eV below the separated ions. The ionic curve crosses that limit near \(C/(1.5\ \text{eV})=9.6\) Å, about four bond lengths out, so the potential should not be used to follow the molecule into atoms. Subtracting 1.5 eV from the depth to ions gives the model's rough estimate for dissociation into atoms, 3.9 eV. With the unrounded cost of 1.53 eV the crossing is at 9.4 Å and the estimate is 3.8 eV. The measured dissociation energy is about 4.2 eV, so the point-charge well is too shallow by roughly 0.3 to 0.4 eV. The value \(\rho=0.29\) Å is therefore a parameter of the point-charge model near the bond length. It should be used together with its own \(A\) and without an added polarization term, since adding one requires a new fit.

## Calculated quantities

```
Input bond length: 2.361 angstrom
Input harmonic wavenumber: 365.0 cm^-1
Mass of 23Na: 22.98977 u
Mass of 35Cl: 34.96885 u
Reduced mass: 13.8707 u
Coulomb constant C: 14.3996 eV angstrom
Force constant k: 6.7955 eV/angstrom^2
Force constant k, converted: 108.88 N/m
Coulomb force at r_e: 2.5832 eV/angstrom
Repulsion curvature: 8.9838 eV/angstrom^2
Coulomb curvature: -2.1882 eV/angstrom^2
Term k r_e^2/C: 2.6307 1/angstrom
Term 2/r_e: 0.8471 1/angstrom
Sum 1/rho: 3.4778 1/angstrom
Repulsion length rho: 0.2875 angstrom
rho, converted: 0.02875 nm
rho from energies alone: 0.2875 angstrom
Ratio r_e/rho: 8.2110
Repulsion strength A: 2734.3 eV
Coulomb energy at r_e: -6.0990 eV
Repulsion energy at r_e: 0.7428 eV
Well depth to ions D: 5.3562 eV
Work integral to ions: 5.3562 eV
Wrong rho without Coulomb curvature: 0.3801 angstrom
Largest rho giving a minimum, r_e/2: 1.1805 angstrom
Inner maximum position: 0.0419 angstrom
Inner maximum energy: 2020 eV
Harmonic wavenumber from levels: 365.000 cm^-1
Fundamental of fitted curve: 360.79 cm^-1
Level shift, 200 to 300 grid points: 5.6e-11 cm^-1
Harmonic value if 365 is fundamental: 369.21 cm^-1
rho if 365 is fundamental: 0.2826 angstrom
rho change for r_e + 0.01 angstrom: -0.00154 angstrom
rho change for omega + 1 cm^-1: -0.00119 angstrom
Mean chlorine mass: 35.45 u
rho with mean chlorine mass: 0.2864 angstrom
Temperature for thermal mean: 1000 K
Classical thermal mean bond length: 2.4016 angstrom
rho if thermal mean is used: 0.2813 angstrom
Rough Na+ polarizability volume: 0.15 angstrom^3
Rough Cl- polarizability volume: 3.0 angstrom^3
Polarization energy at r_e: -0.73 eV
rho refitted with polarization: 0.329 angstrom
Relative rho change, polarization: 14 %
Depth to ions with polarization: 5.57 eV
Rough dispersion coefficient: 10 eV angstrom^6
Dispersion energy at r_e: -0.058 eV
rho refitted with dispersion: 0.290 angstrom
Rough cost of ions from atoms: 1.5 eV
Crossing with neutral-atom limit: 9.6 angstrom
Model depth to neutral atoms: 3.9 eV
```
